# The mean spin operator of a free Dirac particle

A free Dirac particle of mass $m$ has the Hamiltonian

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2,\qquad E=\sqrt{m^2c^4+c^2p^2}.$$

In the standard representation $\beta=\mathrm{diag}(1,1,-1,-1)$, the matrices $\alpha_i$ carry the Pauli matrix $\sigma_i$ in both off-diagonal blocks, and $\Sigma_i$ carries $\sigma_i$ in both diagonal blocks. Hence $\boldsymbol\Sigma$ commutes with $\beta$, while $\boldsymbol\alpha$ anticommutes with it. A matrix is called even if it is block diagonal and odd if it is block off-diagonal.

There is no external field until part (g). The momentum $\mathbf p$ then commutes with every matrix and with $H$, so in momentum space $\mathbf p$ and $E$ can be treated as numbers. The exception is part (d), where the position operator appears.

The problem is to find which operator in the Dirac picture corresponds to the plain spin matrix of the Foldy-Wouthuysen (FW) picture, and to compare its motion with that of $\boldsymbol\Sigma$.

## (a) The free transformation

**Question.** Let $K=\beta\,\boldsymbol\alpha\cdot\mathbf p$ and

$$U=\exp\!\left(\frac{K}{p}\,\frac{\theta}{2}\right),\qquad \tan\theta=\frac{p}{mc},\quad 0\le\theta<\frac{\pi}{2}.$$

Show that $U$ is unitary and that $UHU^\dagger=\beta E$, and write $U$ without the exponential.

**Solution.** Since $\beta$ and $\boldsymbol\alpha$ anticommute, $K^\dagger=\boldsymbol\alpha\cdot\mathbf p\,\beta=-K$. The exponent is anti-Hermitian, so $U$ is unitary. With $(\boldsymbol\alpha\cdot\mathbf p)^2=p^2$,

$$K^2=\beta\,\boldsymbol\alpha\cdot\mathbf p\,\beta\,\boldsymbol\alpha\cdot\mathbf p=-p^2 .$$

Thus $K/p$ squares to $-1$, and the exponential series gives

$$U=\cos\frac\theta2+\frac Kp\sin\frac\theta2 .$$

Two products are needed next:

$$K\beta=-\boldsymbol\alpha\cdot\mathbf p=-\beta K,\qquad K\,\boldsymbol\alpha\cdot\mathbf p=\beta p^2=-\boldsymbol\alpha\cdot\mathbf p\,K .$$

So $K$ anticommutes with both terms of $H$. Moving $H$ to the right through $U^\dagger$ reverses the sign of $K$, which gives $HU^\dagger=UH$ and $UHU^\dagger=U^2H$. From the definition of $\theta$, $\cos\theta=mc^2/E$ and $\sin\theta=cp/E$, so $U^2=(mc^2+cK)/E$. Therefore

$$U^2H=\frac{1}{E}\left[mc^3\boldsymbol\alpha\cdot\mathbf p+\beta m^2c^4+\beta c^2p^2-mc^3\boldsymbol\alpha\cdot\mathbf p\right]=\beta E .$$

The half-angle formulas are

$$\cos\frac\theta2=\sqrt{\frac{E+mc^2}{2E}},\qquad \sin\frac\theta2=\frac{\sin\theta}{2\cos(\theta/2)}=\frac{cp}{\sqrt{2E(E+mc^2)}} .$$

With the abbreviation $A=E+mc^2$, the result is

$$U=\frac{A+cK}{\sqrt{2EA}} .$$

The condition $UHU^\dagger=\beta E$ does not fix $U$. If $W=\exp(i\varphi\,\boldsymbol\Sigma\cdot\mathbf p/p)$, then $W$ commutes with $\beta E$, and $WU$ serves equally well. The odd exponent and the range of $\theta$ given above are part of the definition used here.

## (b) The back-transform of the spin matrix

**Question.** Find the Dirac-picture operator $\boldsymbol\Sigma_M$ whose FW image is $\boldsymbol\Sigma$.

**Solution.** States transform as $\psi_{FW}=U\psi$. Equality of expectation values requires an operator $X$ to have the image $UXU^\dagger$. Setting $U\boldsymbol\Sigma_MU^\dagger=\boldsymbol\Sigma$ gives

$$\boldsymbol\Sigma_M=U^\dagger\boldsymbol\Sigma U=\frac{(A-cK)\boldsymbol\Sigma(A+cK)}{2EA}
=\frac{A^2\boldsymbol\Sigma+cA[\boldsymbol\Sigma,K]-c^2K\boldsymbol\Sigma K}{2EA}.$$

For the commutator, use $[\Sigma_i,\alpha_j]=2i\epsilon_{ijk}\alpha_k$, with repeated indices summed:

$$[\Sigma_i,K]=\beta[\Sigma_i,\alpha_j]p_j=2i\beta\,\epsilon_{ijk}p_j\alpha_k=2i\beta(\mathbf p\times\boldsymbol\alpha)_i=-2i\beta(\boldsymbol\alpha\times\mathbf p)_i .$$

For the last term, move the second $\beta$ to the left. It passes $\Sigma_i$ without a sign and $\boldsymbol\alpha\cdot\mathbf p$ with a minus sign, so $-K\Sigma_iK=\boldsymbol\alpha\cdot\mathbf p\,\Sigma_i\,\boldsymbol\alpha\cdot\mathbf p$. Now write $\alpha_i=\gamma_5\Sigma_i$, where $\gamma_5$ has unit matrices in its off-diagonal blocks, commutes with $\boldsymbol\Sigma$ and squares to one. With $\Sigma_i\Sigma_j+\Sigma_j\Sigma_i=2\delta_{ij}$,

$$-K\Sigma_iK=(\boldsymbol\Sigma\cdot\mathbf p)\,\Sigma_i\,(\boldsymbol\Sigma\cdot\mathbf p)
=(\boldsymbol\Sigma\cdot\mathbf p)\left[2p_i-(\boldsymbol\Sigma\cdot\mathbf p)\Sigma_i\right]
=2p_i(\boldsymbol\Sigma\cdot\mathbf p)-p^2\Sigma_i .$$

The coefficient of $\boldsymbol\Sigma$ in the numerator is now $A^2-c^2p^2$. Because $c^2p^2=E^2-m^2c^4=(E-mc^2)A$, it equals $A(A-E+mc^2)=2mc^2A$. Division by $2EA$ gives

$$\boldsymbol\Sigma_M=\frac{mc^2}{E}\boldsymbol\Sigma+\frac{c^2\,\mathbf p(\boldsymbol\Sigma\cdot\mathbf p)}{E(E+mc^2)}-\frac{i\beta c(\boldsymbol\alpha\times\mathbf p)}{E}.$$

To obtain a second form, in which $\boldsymbol\Sigma$ appears with unit coefficient, insert $\mathbf p(\boldsymbol\Sigma\cdot\mathbf p)=p^2\boldsymbol\Sigma-\mathbf p\times(\boldsymbol\Sigma\times\mathbf p)$. The coefficient of $\boldsymbol\Sigma$ becomes $mc^2/E+(E-mc^2)/E=1$, so

$$\boxed{\boldsymbol\Sigma_M=\boldsymbol\Sigma-\frac{i\beta c(\boldsymbol\alpha\times\mathbf p)}{E}-\frac{c^2\,\mathbf p\times(\boldsymbol\Sigma\times\mathbf p)}{E(E+mc^2)}}$$

The mean spin itself is $\hbar\boldsymbol\Sigma_M/2$. At $\mathbf p=0$ it coincides with the Dirac spin. Both correction terms are perpendicular to $\mathbf p$, so $\mathbf p\cdot\boldsymbol\Sigma_M=\mathbf p\cdot\boldsymbol\Sigma$ at any momentum. For $p\gg mc$ the even transverse part, with its factor $mc^2/E$, dies out, and the transverse mean spin is carried by the odd term.

## (c) Algebra and equations of motion

**Question.** Is $\hbar\boldsymbol\Sigma_M/2$ a spin-½ operator? Which of $\boldsymbol\Sigma_M$ and $\boldsymbol\Sigma$ is conserved?

**Solution.** A unitary transformation preserves products and therefore commutators:

$$[\Sigma_{M,i},\Sigma_{M,j}]=U^\dagger[\Sigma_i,\Sigma_j]U=2i\epsilon_{ijk}\Sigma_{M,k},\qquad \Sigma_{M,i}^2=1 .$$

So $\hbar\boldsymbol\Sigma_M/2$ satisfies the spin algebra, and each component has eigenvalues $\pm\hbar/2$.

For the motion, write $H=U^\dagger\beta E\,U$. Then

$$[H,\boldsymbol\Sigma_M]=U^\dagger[\beta E,\boldsymbol\Sigma]U=0,$$

because $\boldsymbol\Sigma$ commutes with $\beta$ and with the function $E$ of momentum. Since $\boldsymbol\Sigma_M$ has no explicit time dependence, all three components are conserved.

For $\boldsymbol\Sigma$ only the term $c\,\boldsymbol\alpha\cdot\mathbf p$ contributes:

$$[H,\Sigma_i]=cp_j[\alpha_j,\Sigma_i]=-2ic\,\epsilon_{ijk}p_j\alpha_k=2ic(\boldsymbol\alpha\times\mathbf p)_i .$$

The Heisenberg equation then gives

$$\frac{d\boldsymbol\Sigma}{dt}=\frac i\hbar[H,\boldsymbol\Sigma]=-\frac{2c}{\hbar}\,\boldsymbol\alpha\times\mathbf p .$$

For a fixed unit vector $\mathbf n$, the rate of $\mathbf n\cdot\boldsymbol\Sigma$ is proportional to $\boldsymbol\alpha\cdot(\mathbf p\times\mathbf n)$, whose square is $|\mathbf p\times\mathbf n|^2$. It vanishes only when $\mathbf n$ is parallel to $\mathbf p$ or when $\mathbf p=0$. The component of $\boldsymbol\Sigma$ along the momentum is conserved and the transverse components are not.

The alternative transformation $WU$ of part (a) also yields a conserved spin, by the same argument. Conservation alone therefore does not single out $\boldsymbol\Sigma_M$; the choice of $U$ does.

## (d) The angular momentum balance

**Question.** Where does the angular momentum lost by $\hbar\boldsymbol\Sigma/2$ go, and what is the conserved partner of the mean spin?

**Solution.** With $\mathbf L=\mathbf r\times\mathbf p$ and $[L_i,p_j]=i\hbar\epsilon_{ijk}p_k$,

$$[L_i,\boldsymbol\alpha\cdot\mathbf p]=i\hbar(\boldsymbol\alpha\times\mathbf p)_i,\qquad
\left[\tfrac\hbar2\Sigma_i,\boldsymbol\alpha\cdot\mathbf p\right]=-i\hbar(\boldsymbol\alpha\times\mathbf p)_i .$$

The sum $\mathbf J=\mathbf L+\hbar\boldsymbol\Sigma/2$ commutes with $\boldsymbol\alpha\cdot\mathbf p$. It also commutes with $\beta$ and with $p^2$, hence with $H$, $K$, $E$ and $U$. The first commutator gives $d\mathbf L/dt=(i/\hbar)[H,\mathbf L]=c\,\boldsymbol\alpha\times\mathbf p$, which balances the rate $-c\,\boldsymbol\alpha\times\mathbf p$ of $\hbar\boldsymbol\Sigma/2$. The Dirac spin exchanges angular momentum with $\mathbf L$.

Because $U$ commutes with $\mathbf J$,

$$\mathbf J=U^\dagger\mathbf JU=\mathbf L_M+\frac\hbar2\boldsymbol\Sigma_M,\qquad \mathbf L_M=U^\dagger\mathbf LU=\mathbf L+\frac\hbar2(\boldsymbol\Sigma-\boldsymbol\Sigma_M).$$

Both $\mathbf J$ and $\boldsymbol\Sigma_M$ are conserved, so $\mathbf L_M$ is conserved too. The total is unchanged; only its division into orbital and spin parts differs.

## (e) Positive-energy states and the picture change

**Question.** Does $\langle\boldsymbol\Sigma\rangle$ vary in a state made of positive energies alone? What must replace $\boldsymbol\Sigma$ in a two-component FW calculation?

**Solution.** Let $\Lambda_+$ project onto positive energies, so that $H\Lambda_+=E\Lambda_+$. Since $\boldsymbol\Sigma$ does not change the momentum,

$$\Lambda_+[H,\boldsymbol\Sigma]\Lambda_+=E\Lambda_+\boldsymbol\Sigma\Lambda_+-\Lambda_+\boldsymbol\Sigma\Lambda_+E=0 .$$

Thus $\langle\boldsymbol\Sigma\rangle$ is constant in every purely positive-energy state, wave packets included. Its variation requires both signs of energy. The operator $\boldsymbol\Sigma$ is still not conserved, because its commutator with $H$ connects the two signs.

The FW image of $\boldsymbol\Sigma$ is $U\boldsymbol\Sigma U^\dagger$. It follows from part (b) by reversing the sign of $K$, that is, of $\mathbf p$. The odd term changes sign and drops out of the diagonal blocks, so the positive-energy block is

$$\boldsymbol\sigma-\frac{c^2\,\mathbf p\times(\boldsymbol\sigma\times\mathbf p)}{E(E+mc^2)} .$$

The component along $\mathbf p$ is unchanged. A transverse component is multiplied by

$$1-\frac{c^2p^2}{E(E+mc^2)}=\frac{mc^2}{E}=1-\frac{p^2}{2m^2c^2}+\dots$$

The projected transverse $\boldsymbol\Sigma$ has eigenvalues $\pm mc^2/E$ instead of $\pm1$, so for $p\neq0$ it is not twice a spin-½ component in units of $\hbar$. Bare $\boldsymbol\sigma$ used with a two-component FW spinor gives the expectation value of $\boldsymbol\Sigma_M$. If the Dirac operator $\boldsymbol\Sigma$ is wanted, the block above must be used.

For an electron with $p=1$ atomic unit, $p=7.297\times10^{-3}\,mc$. The transverse factor then differs from one by $-2.66\times10^{-5}$, and the leading term $-p^2/(2m^2c^2)$ gives the same value to these digits.

## (f) A spinor that mixes both energy signs

**Question.** At sharp momentum $p=0.75\,mc$ along $x$, the initial spinor is $\chi=(1,0,0,0)^T$. Find $\langle\Sigma_z\rangle$ and $\langle\Sigma_{M,z}\rangle$ as functions of time. Compare with a positive-energy state of mean spin up along $z$.

**Solution.** Because $H^2=E^2$, the evolution operator is

$$e^{-iHt/\hbar}=\cos\frac{Et}\hbar-i\,\frac HE\sin\frac{Et}\hbar .$$

Since $\alpha_x$ carries the upper spin-up component into the lower spin-down one, $(H/E)\chi=(mc^2/E,0,0,cp/E)^T$. The fourth component of the evolved spinor is $-i(cp/E)\sin(Et/\hbar)$, and the second and third stay zero. With $\Sigma_z=\mathrm{diag}(1,-1,1,-1)$ and unit norm,

$$\langle\Sigma_z\rangle=|\psi_1|^2-|\psi_4|^2=1-2|\psi_4|^2=1-2\left(\frac{cp}{E}\right)^2\sin^2\frac{Et}\hbar .$$

For the mean spin it suffices to evaluate $t=0$. There $p_z=0$ removes the second term of the first form in part (b), and the odd term has no expectation value in $\chi$. Hence $\langle\Sigma_{M,z}\rangle=mc^2/E$ at all times.

The numbers are $E=\sqrt{1+0.5625}\,mc^2=1.25\,mc^2$, $cp/E=0.6$ and $mc^2/E=0.8$. The Dirac value falls from 1 to $1-2(0.36)=0.28$ and returns. Its average is $1-0.36=0.64$, since $\sin^2$ averages to one half. The period is $\pi\hbar/E=2.513\,\hbar/(mc^2)$, or $3.24\times10^{-21}$ s for an electron. The mean spin value remains 0.8, as the table in the numerical output shows.

The FW picture explains these values. There the initial spinor is

$$U\chi=(0.9487,\,0,\,0,\,-0.3162)^T .$$

It has weight 0.9 at positive energy with spin up and weight 0.1 at negative energy with spin down. The mean spin is therefore $0.9-0.1=0.8$. The even part of the image of $\Sigma_z$ is $0.8\,\Sigma_z$ and contributes $0.8\times0.8=0.64$, the time average. The odd part couples components 1 and 4 with matrix element $-cp/E=-0.6$. Its initial contribution is

$$2(0.9487)(-0.3162)(-0.6)=0.36 .$$

The two components carry the phases $e^{-iEt/\hbar}$ and $e^{+iEt/\hbar}$, so this part varies as $0.36\cos(2Et/\hbar)$. The total swing is $2\times0.36=0.72$, much larger than the negative-energy weight of 0.1, because it is four times the product of the two amplitudes, $\sqrt{0.9\times0.1}=0.3$, times the size of the coupling element, $cp/E=0.6$. The weight alone does not fix it: if the same weight sat in component 3 (negative energy, spin up), which the odd part does not couple to component 1 for momentum along $x$, $\langle\Sigma_z\rangle$ would not oscillate.

The comparison state is $U^\dagger\chi=(0.9487,0,0,0.3162)^T$. It has $\langle\Sigma_{M,z}\rangle=1$ and $\langle\Sigma_z\rangle=0.9-0.1=0.8$, both constant. Here the two expectation values differ by the static factor $mc^2/E=0.8$ found in part (e), with no oscillation.

## (g) What a potential changes

**Question.** Add a scalar potential energy $V(\mathbf r)$, proportional to the unit matrix. Is the free operator $\boldsymbol\Sigma_M$ still conserved?

**Solution.** The free part of the Hamiltonian still commutes with $\boldsymbol\Sigma_M$, which leaves $[V,\boldsymbol\Sigma_M]$. Let $V(\mathbf p,\mathbf q)$ be the matrix element of $V$ between momenta $\mathbf p$ and $\mathbf q$. Since $\boldsymbol\Sigma_M$ is diagonal in momentum,

$$\langle\mathbf p|[V,\boldsymbol\Sigma_M]|\mathbf q\rangle=V(\mathbf p,\mathbf q)\left[\boldsymbol\Sigma_M(\mathbf q)-\boldsymbol\Sigma_M(\mathbf p)\right].$$

A constant potential connects only equal momenta and does no harm. A potential that varies in space couples different momenta, for which the bracket is in general nonzero, and the conservation law is lost. The Dirac $\boldsymbol\Sigma$ commutes with $V$, but its torque from part (c) remains. If $V$ depends on $|\mathbf r|$ alone, it commutes with $\mathbf L$ and $\boldsymbol\Sigma$, so the total $\mathbf J$ is still conserved although its mean spin part in general is not.

## Calculated quantities

```
Momentum along x: 0.7500 mc
Energy E: 1.2500 mc^2
cp/E: 0.6000 (dimensionless)
mc^2/E: 0.8000 (dimensionless)
FW angle theta: 36.8699 degrees
Negative-energy weight of start state: 0.1000
Period of <Sigma_z>: 2.5133 hbar/(mc^2)
Same period for the electron: 3.2373e-21 s
Time/period, <Sigma_z>, <Sigma_M,z> (dimensionless):
  0.000  1.0000  0.8000
  0.125  0.8946  0.8000
  0.250  0.6400  0.8000
  0.375  0.3854  0.8000
  0.500  0.2800  0.8000
  0.750  0.6400  0.8000
  1.000  1.0000  0.8000
Minimum of <Sigma_z>: 0.2800
Maximum of <Sigma_z>: 1.0000
Time average of <Sigma_z>: 0.6400
Spread (max - min) of <Sigma_M,z>: 1.4e-15
Positive-energy state, mean spin up:
  components: 0.9487 0.0000 0.0000 0.3162
  <Sigma_z>: 0.8000
  <Sigma_M,z>: 1.0000
Eigenvalues of projected Sigma_z: -0.8000 0.8000
Eigenvalues of projected Sigma_M,z: -1.0000 1.0000
p = 1 atomic unit: 7.297353e-03 mc
  transverse factor minus 1: -2.6625e-05
  leading term -p^2/(2 m^2 c^2): -2.6626e-05
```
